# Johnson's modified Broyden mixing: derivation, Anderson limit and Tikhonov regularization, part 1

(Sections cited here and not found follow in the second part.)

One mixing step for the Hartree–Fock density matrix of NH$_3$, taken from six stored secant pairs at residual norm $1.0\times10^{-2}$, leaves a residual of $2.05\times10^{-5}$ with $w_0=0$ and $2.94\times10^{-4}$ with $w_0=0.01$. In a two-dimensional model the same change of $w_0$ works the other way: from a residual of $1.41$, the step with $w_0=0$ gives $9.00$ and the step with $w_0=0.01$ gives $0.50$. The two histories have a similar smallest singular value, $4.2\times10^{-5}$ and $7.1\times10^{-5}$, so ill-conditioning alone does not decide whether $w_0$ helps. To first order in the step, the balance of the two terms in Eq. (15) decides.

**1. Conventions**

The input vector is $x\in\mathbb R^N$, the residual is $F(x)=x_{\rm out}(x)-x$, and $M=-\partial F/\partial x$. A step is $x^+=x+GF$. Newton's method has $G=M^{-1}$, and simple mixing has $G=G_1$, with $G_1=\alpha I$ or a fixed preconditioner. From points $x_1,\dots,x_{m+1}$ with residuals $F_i$, define $\Delta x_n=x_{n+1}-x_n$, $\Delta F_n=F_{n+1}-F_n$ and the $N\times m$ matrices $S$, $Y$ with columns
$$s_n=\Delta x_n/|\Delta F_n|,\qquad y_n=\Delta F_n/|\Delta F_n| .$$
The current point is $x=x_{m+1}$, $F=F_{m+1}$. For a linear map $\Delta F=-M\Delta x$, so the secant condition on $G\approx M^{-1}$ is $s_n+Gy_n=0$. The weights are $W=\mathrm{diag}(w_n)$ with $w_n>0$, and $\bar Y=YW$. The inner product is Euclidean. For a metric $LL^T$ one works with $L^Tx$ and $L^TF$, which replaces each $Y^T$ below by $Y^TLL^T$.

The functional of Vanderbilt–Louie type, written for the inverse Jacobian, is
$$\mathcal E[G]=w_0^2\|G-G_a\|^2+\sum_{n=1}^m w_n^2|s_n+Gy_n|^2=w_0^2\|G-G_a\|^2+\|(S+GY)W\|^2, \tag{1}$$
with the Frobenius norm $\|A\|^2=\mathrm{tr}A^TA$ and an anchor matrix $G_a$. Since $|y_n|=1$, both terms carry the units of $G^2$ and the weights are dimensionless. A common factor on all weights rescales $\mathcal E$ and leaves the minimizer unchanged, so the result depends on the ratios $w_0/w_n$. Two anchors are treated: the fixed anchor $G_a=G_1$, and the recursive anchor, the $G$ of the previous iteration.

**2. The minimizer for any anchor**

Put $G\to G+\delta G$ and use $\|A+B\|^2=\|A\|^2+2\,\mathrm{tr}B^TA+\|B\|^2$. In the second term $B=\delta G\,\bar Y$, and cyclicity of the trace gives $\mathrm{tr}[\bar Y^T\delta G^T(S+GY)W]=\mathrm{tr}[\delta G^T(S+GY)W\bar Y^T]$. Therefore
$$\delta\mathcal E=2\,\mathrm{tr}\,\delta G^T\big[w_0^2(G-G_a)+(S+GY)W\bar Y^T\big]+w_0^2\|\delta G\|^2+\|\delta G\,\bar Y\|^2 .$$
For $w_0>0$ the quadratic part is positive for every $\delta G\ne0$, so the stationary point is the unique minimum. Setting the bracket to zero, with $D=G-G_a$ and $S+GY=(S+G_aY)+DY$, gives
$$D\,(w_0^2I_N+\bar Y\bar Y^T)=-(S+G_aY)W\bar Y^T. \tag{2}$$
The $N\times N$ inverse is avoided as follows. The products $\bar Y^T(w_0^2I_N+\bar Y\bar Y^T)$ and $(w_0^2I_m+\bar Y^T\bar Y)\bar Y^T$ both equal $w_0^2\bar Y^T+\bar Y^T\bar Y\bar Y^T$. Both brackets are positive definite, so multiplying by their inverses gives $\bar Y^T(w_0^2I_N+\bar Y\bar Y^T)^{-1}=\beta\bar Y^T$, where
$$\beta=(w_0^2I_m+a)^{-1},\qquad a=\bar Y^T\bar Y,\qquad a_{kn}=w_kw_n\,y_k\cdot y_n .$$
Equation (2) then yields
$$G=G_a-(S+G_aY)\,W\beta W\,Y^T. \tag{3}$$
Apply this to $F$ and define
$$\gamma=W\beta WY^TF,\qquad r=F-Y\gamma .$$
Then $GF=G_aF-S\gamma-G_aY\gamma$, or
$$x^+=x-S\gamma+G_a\,r. \tag{4}$$
The coefficients $\gamma$ do not depend on the anchor. The point $x-S\gamma$ is an extrapolation within the history, $r$ is the residual that the secant data predict there, and the anchor acts on $r$ alone.

One identity is used repeatedly. From $\beta(w_0^2I+a)=I$, and since $a$ and $\beta$ commute,
$$I-a\beta=I-\beta a=w_0^2\beta. \tag{5}$$
Because $Y^TY=W^{-1}aW^{-1}$, we have $Y^TY\gamma=W^{-1}a\beta WY^TF$, hence $Y^Tr=W^{-1}(I-a\beta)WY^TF=w_0^2W^{-1}\beta WY^TF$, which is
$$Y^Tr=w_0^2W^{-2}\gamma. \tag{6}$$

**3. Fixed anchor: Johnson's short formula**

With $G_a=G_1$ and $U=S+G_1Y$, Eq. (3) gives
$$x^+=x+G_1F-\sum_l w_l\Big(\sum_k\beta_{lk}c_k\Big)u_l,\qquad c_k=w_k\,y_k\cdot F,\qquad u_l=s_l+G_1y_l. \tag{7}$$
This is Johnson's working formula, and it is the minimizer of (1) for the fixed anchor with no approximation. It needs the vectors $y_n$, $u_n$ and an $m\times m$ solve. The weights and the set of stored pairs may change freely between iterations, since each step is a fresh minimization.

The secant conditions hold approximately. From (3), $S+GY=U-UW\beta WY^TY=UW(I-\beta a)W^{-1}$, and by (5)
$$S+GY=w_0^2\,UW\beta W^{-1}. \tag{8}$$

**4. Recursive anchor: the $Z$ recursion**

Let $G^{(k)}$ minimize (1) with the first $k$ pairs and anchor $G^{(k-1)}$, with $G^{(0)}=G_1$. No pair is discarded and each $w_n$ keeps its value once assigned. The claim is
$$G^{(k)}=G_1-Z_k\bar Y_k^T,\qquad Z_k=\big(U_kW_k+w_0^2\,[Z_{k-1},0]\big)\beta_k, \tag{9}$$
where the subscript $k$ means the first $k$ columns and $[Z_{k-1},0]\equiv\tilde Z$ has a zero column appended. For $k=1$, $\tilde Z=0$ and (9) is (3). Suppose it holds for $k-1$. The zero column removes $y_k$, and the old weights are unchanged, so $G^{(k-1)}=G_1-\tilde Z\bar Y_k^T$. Dropping the subscript,
$$(S+G^{(k-1)}Y)W=UW-\tilde Z\bar Y^T\bar Y=UW-\tilde Za .$$
Insert this in (3):
$$G^{(k)}=G_1-\tilde Z\bar Y^T-(UW-\tilde Za)\beta\bar Y^T=G_1-\big[UW\beta+\tilde Z(I-a\beta)\big]\bar Y^T,$$
and (5) gives (9). Dropping the term $w_0^2\tilde Z$ returns (7). By (4) the two steps from the same history differ by $(G^{(m-1)}-G_1)r=-\tilde ZWY^Tr$, and by (6)
$$x^+_{\rm rec}-x^+_{\rm fix}=-w_0^2\,\tilde ZW^{-1}\gamma. \tag{10}$$
If $Y$ has full column rank, so has each $Y_k$; every $\beta_k$ tends to the finite $a_k^{-1}$, so $\tilde Z$ and $\gamma$ stay bounded and (10) is $O(w_0^2)$. At finite $w_0$ it need not be small: for random data with $N=8$, $m=4$ and smallest singular value $0.33$ of $\bar Y$, the difference at $w_0=0.3$ is $0.21$, about 10% of the step length $2.03$.

Equations (3), (6), (7) and (8), and (4) and (9) for the recursive anchor, were tested on these data against direct least-squares solutions, for $G$ over all $N^2$ entries of (1), to $10^{-9}$ or better.

**5. Finite $w_0$ is Tikhonov regularization**

Consider
$$T(\gamma)=|F-Y\gamma|^2+w_0^2|W^{-1}\gamma|^2. \tag{11}$$
Its gradient is $-2Y^T(F-Y\gamma)+2w_0^2W^{-2}\gamma$, which vanishes precisely under condition (6), and its Hessian $2(Y^TY+w_0^2W^{-2})$ is positive definite. Johnson's $\gamma$ is therefore the unique minimizer of (11). A penalty on the change of the $N\times N$ matrix has become a ridge penalty $w_0^2/w_n^2$ on the coefficient of pair $n$. A small $w_n$ suppresses that pair.

Take the singular value decomposition $\bar Y=\sum_i\sigma_ip_iq_i^T$, with the $q_i$ a complete orthonormal basis of $\mathbb R^m$ and $\sigma_1\ge\dots\ge\sigma_m\ge0$. The $p_i$ with $\sigma_i>0$ are orthonormal, and we set $p_i=0$ where $\sigma_i=0$. Then $aq_i=\sigma_i^2q_i$ and $\beta q_i=q_i/(\sigma_i^2+w_0^2)$. With $f_i=p_i\cdot F$ and $\bar Y^TF=\sum_i\sigma_if_iq_i$,
$$W^{-1}\gamma=\sum_i\frac{\sigma_if_i}{\sigma_i^2+w_0^2}\,q_i,\qquad Y\gamma=\sum_i\varphi_if_i\,p_i,\qquad\varphi_i=\frac{\sigma_i^2}{\sigma_i^2+w_0^2}. \tag{12}$$
Five consequences follow.

(i) With $F_\perp$ the part of $F$ orthogonal to the range of $Y$, $|r|^2=|F_\perp|^2+\sum_i(1-\varphi_i)^2f_i^2$. Each $1-\varphi_i$ is nondecreasing in $w_0$, so $|r|$ is nondecreasing. Each $\sigma_i/(\sigma_i^2+w_0^2)$ is nonincreasing, so $|W^{-1}\gamma|$ is nonincreasing.

(ii) From $(\sigma-w_0)^2\ge0$, $\sigma/(\sigma^2+w_0^2)\le1/(2w_0)$, with equality at $\sigma=w_0$. With $\sum_if_i^2\le|F|^2$ this gives $|W^{-1}\gamma|\le|F|/(2w_0)$ for any history. The bound is reached for $F$ along a $p_i$ with $\sigma_i=w_0$.

(iii) The condition number of $\beta$ is $(\sigma_1^2+w_0^2)/(\sigma_m^2+w_0^2)$. Since $\sum_i\sigma_i^2=\mathrm{tr}\,a=\sum_nw_n^2$, it cannot exceed $1+\sum_nw_n^2/w_0^2$.

(iv) For $\sigma_i>0$, $\beta\bar Y^Tp_i=(\varphi_i/\sigma_i)q_i$ and $YWq_i=\sigma_ip_i$, so (3) gives
$$Gp_i=(1-\varphi_i)\,G_ap_i+\varphi_i\,(-SWq_i/\sigma_i), \tag{13}$$
while $Gv=G_av$ when $Y^Tv=0$. In direction $p_i$ the matrix interpolates between the anchor and the secant estimate $-SWq_i/\sigma_i$, which equals $M^{-1}p_i$ when $Y=-MS$. For $\sigma_i\ll w_0$ the secant estimate enters with the small weight $\varphi_i\simeq\sigma_i^2/w_0^2$, and the direction reverts to the anchor unless that estimate is so large that its product with $\varphi_i$ still matters.

(v) As $w_0\to\infty$, $\varphi_i\simeq\sigma_i^2/w_0^2\to0$ and the fixed-anchor scheme tends to simple mixing with $G_1$.

**6. The limit $w_0\to0$**

Anderson mixing minimizes $|\sum_{i=1}^{m+1}a_iF_i|$ subject to $\sum_ia_i=1$ and sets $x^+_A=\sum_ia_i(x_i+G_1F_i)$. Write $F_i=F-\sum_{n=i}^m\Delta F_n$. Using $\sum_ia_i=1$ and exchanging the order of summation,
$$\sum_ia_iF_i=F-\sum_{n=1}^m\theta_n\Delta F_n,\qquad\theta_n=\sum_{i\le n}a_i .$$
The map is invertible, $a_1=\theta_1$, $a_i=\theta_i-\theta_{i-1}$, $a_{m+1}=1-\theta_m$, so the $\theta_n$ are unconstrained. With $\gamma_n=\theta_n|\Delta F_n|$ the sum is $F-Y\gamma$, and the same telescoping gives $\sum_ia_ix_i=x-S\gamma$. Anderson mixing is thus $x_A^+=x-S\gamma_A+G_1(F-Y\gamma_A)$ with $\gamma_A$ minimizing $|F-Y\gamma|$. This has the form (4) with $G_a=G_1$, and $\gamma_A$ minimizes (11) at $w_0=0$.

*Full column rank.* The normal equations $Y^TY\gamma_A=Y^TF$ have one solution, in which $W$ does not appear. Multiplying them by $W$ gives $WY^TF=aW^{-1}\gamma_A$, so $W^{-1}\gamma=\beta aW^{-1}\gamma_A=(I-w_0^2\beta)W^{-1}\gamma_A$ by (5). Both steps have the form $x+G_1F-U\gamma$, hence for any $w_0$
$$x^+_{\rm fix}-x_A^+=w_0^2\,UW\beta W^{-1}\gamma_A. \tag{14}$$
The eigenvalues of $w_0^2\beta$ are $1-\varphi_i\le w_0^2/\sigma_m^2$. The fixed-anchor step tends to the Anderson step as $w_0^2$, for any weights, and the small parameter is $w_0/\sigma_m$. By (10) the recursive step with full history has the same limit. In the test, with $x_A^+$ obtained from the Lagrange system of the constrained problem, lowering $w_0$ from $10^{-3}$ to $10^{-4}$ reduced $|x^+-x^+_A|$ from $2.304\times10^{-5}$ to $2.304\times10^{-7}$ (fixed) and from $1.612\times10^{-5}$ to $1.612\times10^{-7}$ (recursive) for weights $(1,1.5,2,0.7)$, and by the same factor of 100 for unit weights.

*Rank-deficient $Y$.* This case is forced when $m>N$. Terms with $\sigma_i=0$ vanish in (12) for every $w_0>0$, and the others tend to $f_iq_i/\sigma_i$, so $\gamma\to W\bar Y^+F$ with the pseudoinverse $\bar Y^+$. This is the Anderson minimizer of least $|W^{-1}\gamma|$. In the limit $Y\gamma$ is the orthogonal projection of $F$ on the range of $Y$, so $r$ is independent of $W$; two choices of $W$ give coefficients differing by some $\nu$ with $Y\nu=0$, and steps differing by $-S\nu$. If $Y=-MS$ with invertible $M$, then $S\nu=-M^{-1}Y\nu=0$. If in addition $Y$ spans $\mathbb R^N$, then $r=0$ and $-S\gamma=M^{-1}Y\gamma=M^{-1}F$, the Newton step. In a small test with $m>N$ and $w_0=10^{-4}$, two weight sets gave steps $0.55$ apart for generic data, and for linear data both were within $4.8\times10^{-8}$ of the Newton point.

*Truncated history with recursive anchor.* Equation (10) used that every row of $G^{(m-1)}-G_1$ lies in the span of the stored $y_n$, to which $r$ becomes orthogonal. Discarded $y_n$ remain in the anchor and are not orthogonal to $r$ in general, so the argument fails. For a window of one pair, $a=w^2$ and (3) reads $G=G_a-(s+G_ay)\,y^T\,w^2/(w_0^2+w^2)$, which tends to Broyden's second method. On the random data this limit lies $1.78$ from the Anderson point of depth 1 and $1.37$ from that of depth 4. The fixed-anchor formula with a truncated window tends to Anderson mixing of that depth, since (14) refers to the stored pairs alone.

Johnson's formula is the exact minimizer for the fixed anchor, finite $w_0$ acts as Tikhonov regularization of the coefficients $\gamma$, and for $Y$ of full column rank the limit $w_0\to0$ is Anderson mixing. It remains to find when finite $w_0$ lowers the next residual, and to examine this in the two-dimensional model and NH$_3$.

Numbers in the example were calculated in double precision.
